# Contrast, Geometry and Convergence of the Basic Fourier Scheme for Porous Conductors

## 1. What dimensions fix, and what they leave open

Let a periodic cell contain a solid of conductivity $k_s$ and pores of conductivity $k_p=k_s/\kappa$, with contrast $\kappa>1$. An iteration count is a pure number, so a scheme with a uniform reference conductivity $k_0$ can depend on the conductivities only through $k/k_0$. Place the reference midway, $k_0=(k_s+k_p)/2$. Then

$$
\frac{k_s}{k_0}=\frac{2\kappa}{\kappa+1}=1+q,\qquad
\frac{k_p}{k_0}=\frac{2}{\kappa+1}=1-q,\qquad
q=\frac{\kappa-1}{\kappa+1}.
$$

With $\chi=1$ in the solid and $\chi=0$ in the pores, this reads $k/k_0=1+q(2\chi-1)$. Contrast therefore enters the iteration as a single factor $q$ multiplying a purely geometric operator. Since $1-q\approx2/\kappa$ at large contrast, a slowing proportional to $\kappa$ is possible. Whether it occurs depends on the geometric operator and on which of its modes the applied gradient excites.

The result derived below has two parts. While the initial relative error of the conductivity stays bounded, slowing proportional to $\kappa$ is the worst case over geometries, and thin resistive gaps attain it. A compact insulating pore may instead have a finite iteration count, whose size depends strongly on the discretisation.

From here on $k_s=1$ and $a=k_p=1/\kappa$. The pore conductivity is a given constant; radiation across the pore enters only if it is included in that constant.

## 2. The iteration

Let $\langle\cdot\rangle$ be the cell average, $\langle u,v\rangle=\langle u\cdot v\rangle$, and $\|u\|^2=\langle u,u\rangle$. The temperature gradient is $e=E+g$, where $E$ is a constant unit vector and $g$ belongs to the space $G$ of zero-mean discrete gradients. The heat flux is $-ke$. Steady conduction requires

$$
\langle g',ke\rangle=0\quad\text{for every }g'\in G,
\qquad\text{that is}\qquad P(ke)=0,
$$

where $P$ is the orthogonal projector onto $G$. In Fourier space $P$ is $\xi\xi^\dagger/|\xi|^2$ at nonzero frequency and zero at zero frequency. For grid phase $\theta_j$ in direction $j$, Fourier collocation has $\xi_j=i\theta_j$ and forward differences have $\xi_j=e^{i\theta_j}-1$. The square-pore grids have an odd number of points per side, so there is no unpaired highest frequency. For the layers of Section 5, $P$ only subtracts the mean, and the parity of the grid does not matter.

Splitting $k=k_0+(k-k_0)$ and using $Pe=e-E$ turns $P(ke)=0$ into the fixed-point equation

$$
e=E-\frac1{k_0}P\big[(k-k_0)e\big].
$$

Insert $e_n$ on the right. Every iterate has the form $E$ plus an element of $G$, so $Pe_n=e_n-E$ and

$$
e_{n+1}=E-\frac{P(ke_n)}{k_0}+(e_n-E)=e_n-\frac{r_n}{k_0},
\qquad r_n=P(ke_n),\qquad e_0=E.
$$

The algorithm multiplies by $k$ at the nodes, transforms, projects, transforms back and subtracts. Because $r_n=Pr_n$, applying $Pk$ to the update gives

$$
r_{n+1}=\left(1-\frac{A}{k_0}\right)r_n,\qquad A=PkP .
$$

On $G$ the eigenvalues of $A$ lie in $[a,1]$. The largest possible factor is $\max(|1-a/k_0|,|1-1/k_0|)$. It is smallest when the two entries are equal, which gives $k_0=(1+a)/2$, the midpoint already chosen.

## 3. Separating geometry from contrast

Write $k=a+(1-a)\chi$ and define $T=P\chi P$. On $G$,

$$
A=a+(1-a)T .
$$

Let $v_j$ be real orthonormal eigenvectors of $T$ in $G$, with eigenvalues $\tau_j$. Since $\tau_j=\langle v_j,\chi v_j\rangle=\|\chi v_j\|^2$, the number $\tau_j\in[0,1]$ is the fraction of the mode's squared gradient that lies in the solid. Its factor per iteration is

$$
1-\frac{2[a+(1-a)\tau_j]}{1+a}
=\frac{(1-a)(1-2\tau_j)}{1+a}
=q(1-2\tau_j).
$$

Modes near $\tau=0$ or $\tau=1$ are slow. The initial residual tells us whether they matter. As $PE=0$,

$$
r_0=P[aE+(1-a)\chi E]=(1-a)P\chi E,
$$

and hence

$$
r_n=(1-a)\sum_j w_j[q(1-2\tau_j)]^n v_j,
\qquad w_j=\langle v_j,\chi E\rangle .
$$

Call $w_j$ the load of the mode. If $\tau_j=0$, then $\chi v_j=0$ and $w_j=0$. If $\tau_j=1$, then $(1-\chi)v_j=0$, so $w_j=\langle v_j,E\rangle-\langle(1-\chi)v_j,E\rangle=0$. The modes confined strictly to one phase are thus never excited in exact arithmetic. At infinite contrast their factors are $\pm1$, so rounding errors in them are not damped.

Nearly confined modes are restricted too. For $\tau_j>0$ put $u_j=\chi v_j/\sqrt{\tau_j}$. These fields are orthonormal because

$$
\langle u_i,u_j\rangle=\frac{\langle v_i,Tv_j\rangle}{\sqrt{\tau_i\tau_j}}=\delta_{ij}.
$$

Moreover $w_j=\sqrt{\tau_j}\langle u_j,\chi E\rangle$. Bessel's inequality gives

$$
\sum_j\frac{w_j^2}{\tau_j}\le\|\chi E\|^2=f,
$$

where $f$ is the solid fraction. The same argument with $1-\chi$, for which the load is $-w_j$, gives $\sum_jw_j^2/(1-\tau_j)\le\phi$, where $\phi=1-f$ is the porosity. Adding the two, with unexcited modes omitted,

$$
\sum_j\frac{w_j^2}{\tau_j(1-\tau_j)}\le1 .
$$

## 4. Two errors with different behaviour

**Residual.** Multiply and divide each term of $\|r_n\|^2$ by $\tau_j(1-\tau_j)$ and use the last inequality:

$$
\|r_n\|^2\le(1-a)^2q^{2n}\max_{0\le\tau\le1}\tau(1-\tau)(1-2\tau)^{2n}.
$$

With $y=(1-2\tau)^2$ the function to maximise is $(1-y)y^n/4$. Its derivative vanishes when $n y^{n-1}=(n+1)y^n$, so $y=n/(n+1)$ and

$$
\|r_n\|^2\le(1-a)^2q^{2n}\frac{n^n}{4(n+1)^{n+1}}
\le\frac{q^{2n}}{4(n+1)},
$$

with $0^0=1$. Even for $q=1$ the residual is at most $1/(2\sqrt{n+1})$, whatever the geometry. An absolute residual tolerance is therefore met within a number of steps that is bounded independently of contrast.

**Effective conductivity.** Take the energy estimate $k_n=\langle e_n,ke_n\rangle$. Let $e_*$ be the solution and $e_n=e_*+g_n$. The cross term $\langle g_n,ke_*\rangle$ vanishes, so $k_n-k_{\rm eff}=\langle g_n,Ag_n\rangle$. Also $r_n=P(ke_*)+P(kg_n)=Ag_n$. Therefore

$$
k_n-k_{\rm eff}=\langle r_n,A^{-1}r_n\rangle
=(1-a)^2\sum_j\frac{w_j^2}{\lambda_j}[q(1-2\tau_j)]^{2n},
\qquad \lambda_j=a+(1-a)\tau_j .
$$

At $a=0$ the unexcited null modes are left out of the inverse; they alter the pore field but not the energy. Division by $\lambda_j$ is the essential difference from the residual: a slow mode can be almost invisible in $r_n$ and still carry a finite part of the conductivity error.

Since $(1-2\tau_j)^2\le1$,

$$
k_n-k_{\rm eff}\le q^{2n}(\langle k\rangle-k_{\rm eff}).
$$

Let $D=(\langle k\rangle-k_{\rm eff})/k_{\rm eff}$ be the initial relative error and $\varepsilon<D$ the relative tolerance. From $-\ln q=\ln[(1+a)/(1-a)]\ge2a$, a sufficient count is

$$
N\le\left\lceil\frac{\ln(D/\varepsilon)}{-2\ln q}\right\rceil
\le\left\lceil\frac{\kappa}{4}\ln\frac D\varepsilon\right\rceil .
$$

This is linear in $\kappa$ while $D$ stays bounded. For an absolute tolerance it is linear uniformly over geometries, because the initial error cannot exceed 1.

## 5. Thin gaps attain the linear law

Consider layers normal to $E$, with total gap fraction $\phi$. Here $P$ subtracts the mean, and $P\chi E$ has the value $\phi$ in the solid and $-f$ in the gap. Call this field $v$. Then $\chi v=\phi\chi$, and subtracting its mean $\phi f$ leaves $\phi(\chi-f)=\phi v$. Thus $Tv=\phi v$: a single mode is excited, with $\tau=\phi$. The normalised mode is $v/\|v\|$, and $\langle v,\chi E\rangle=\langle v,P\chi E\rangle=\|v\|^2$, so the load is $w=\|v\|$ and

$$
w^2=f\phi^2+\phi f^2=f\phi .
$$

The sum rule of Section 3 holds with equality. Layers whose $\phi$ approaches $\tfrac12[1-\sqrt{n/(n+1)}]$ therefore come arbitrarily close to the residual bound.

The energy formula also recovers the series law. With $\lambda=af+\phi$,

$$
k_{\rm eff}=f+a\phi-\frac{(1-a)^2f\phi}{af+\phi}
=\frac{a(f+\phi)^2}{af+\phi}=\frac1{f+\kappa\phi}.
$$

Now keep the gap's thermal resistance fixed as its conductivity falls, by setting $\phi=c/\kappa$. As $\kappa\to\infty$, $k_{\rm eff}\to1/(1+c)$ and $D\to c$. The iteration factor is

$$
q(1-2\phi)=1-\frac{2(1+c)}{\kappa}+O(\kappa^{-2}),
$$

so for $c>\varepsilon$

$$
N\simeq\frac{\kappa}{4(1+c)}\ln\frac c\varepsilon .
$$

This is proportional slowing with a finite effective conductivity. It describes a delamination or crack that crosses the whole cell and whose resistance is comparable with that of the solid. A crack that ends inside the cell lets heat flow around it and is not covered by this formula.

If instead $\phi$ is held fixed, with $\phi\ne1/2$, the factor tends to $1-2\phi$. Now $k_{\rm eff}\simeq1/(\kappa\phi)$ and $D\simeq\kappa f\phi$, so

$$
N\simeq\frac{\ln(\kappa f\phi/\varepsilon)}{-2\ln|1-2\phi|},
$$

which grows only logarithmically. For layers, high contrast alone does not produce the linear law; one of the two phases must also become thin. A thin solid layer, with $f=c/\kappa$, gives the same count as the thin gap: $D$ again tends to $c$, and the factor approaches $-1$ at the rate at which it approached $+1$ before.

For $c=1$ and $\varepsilon=10^{-4}$ the prediction is $N/\kappa\simeq\ln(10^4)/8=1.151$. Direct iteration at $\kappa=64$, 256 and 1024 takes 73, 294 and 1178 steps, giving ratios 1.141, 1.148 and 1.150. The approach to the asymptotic value is visible.

The same family shows how a residual test can mislead. At $\kappa=16384$ the initial residual is

$$
\|r_0\|\simeq\sqrt{1/16384}=1/128=0.0078 .
$$

An absolute tolerance of 0.01 accepts the starting field. Its conductivity estimate is 0.99994, while the true value is 0.50002.

A safe test follows from $\lambda_j\ge1/\kappa$:

$$
k_n-k_{\rm eff}\le\kappa\|r_n\|^2 .
$$

Requiring $\kappa\|r_n\|^2\le\varepsilon k_n/(1+\varepsilon)$ guarantees relative error at most $\varepsilon$, because then $k_{\rm eff}\ge k_n/(1+\varepsilon)$. In the example $\kappa\|r_0\|^2\simeq1$, and the starting field is correctly rejected. The test gives no information at infinite contrast.

## 6. A compact pore and two discretisations

Suppose the appreciably excited modes satisfy $\delta\le\tau_j\le1-\delta$, with $\delta>0$ independent of contrast. Their squared factors are at most $q^2(1-2\delta)^2$, so the count stays finite as $\kappa\to\infty$, provided $k_{\rm eff}$ does not vanish.

For a pore several nodes wide, the discretisation can decide whether such a $\delta$ of useful size exists. With forward differences, a potential that is nonzero only at nodes deep inside the pore has zero gradient at every solid node. It gives $\tau=0$ exactly and is not excited. The collocation derivative couples all nodes along a grid line. Apart from a few exact null modes, a potential localised in the pore then leaves a gradient at solid nodes; for a smooth one it is small, so $\tau$ is tiny but positive. Its squared load is

$$
w^2=\tau\langle u,\chi E\rangle^2,
$$

which is small in the residual. Its contribution to the insulating-pore energy is $w^2/\tau=\langle u,\chi E\rangle^2$, from which the small factor has cancelled.

Take a square pore of porosity 0.36 in a square cell, with $25\times25$ nodes and $\varepsilon=10^{-4}$. The iteration counts are:

| $\kappa$ | Differences | Collocation |
|---:|---:|---:|
| $10$ | 5 | 5 |
| $10^2$ | 6 | 41 |
| $10^3$ | 7 | 417 |
| $10^4$ | 7 | 5651 |
| $10^6$ | 7 | 426038 |
| $\infty$ | 7 | about $10^{15}$ |

For forward differences, the smallest distance of $\tau$ from 0 or 1 is 0.147 among modes carrying more than $10^{-6}$ of the initial energy error. The corresponding factor at infinite contrast is $1-2(0.147)=0.706$. With $D=(0.640-0.449)/0.449=0.425$, putting all the error in that mode would give

$$
N\approx\frac{\ln(0.425/10^{-4})}{-2\ln0.706}\approx12 .
$$

The actual count is 7 because nearly all of the error lies in faster modes: with all of it in the slowest mode, the relative error after 7 steps would be $0.425\,(0.706)^{14}\approx3\times10^{-3}$, whereas it is $4\times10^{-5}$. A direct iteration at zero pore conductivity confirms it. The distance is 0.149 on the $15\times15$ grid; two grids suggest, but do not prove, that it stays finite under refinement.

For collocation, the counts at the four tabulated contrasts from $10^2$ to $10^6$ are 0.41 to 0.57 times $\kappa$. These samples grow roughly in proportion to contrast, though the ratio does not stay in that range between them: it is 0.28 at $\kappa=10^5$. They remain below the general bound, which is about $2.1\kappa$ here. The slowest mode above the same energy threshold has $\tau\approx7\times10^{-16}$. Saturation requires $1/\kappa$ to be small compared with such values, which explains why it is not seen at practical contrasts.

The infinite-contrast count comes from the modal sum and refers to exact arithmetic. It should be read as an order of magnitude, since double-precision iteration could not follow so slow a decay reliably. On the $15\times15$ grid the count is about $2\times10^8$, so refinement makes this limit much less accessible.

The slow modes also affect the answer. For the insulating pore, modes with $\tau<0.05$ carry 7.9% of collocation's initial energy error:

$$
0.0789\,(0.6400-0.4337)=0.0163 .
$$

If the other modes had converged and these had not yet moved, the estimate would be near $0.4337+0.0163=0.450$. The converged forward-difference value is 0.449. Direct iteration with an insulating pore does pass through this state: the estimate is 0.4497 after 7 steps and has drifted only to 0.4470 after 1000. An estimate near 0.45 is thus not the solution of the collocation equations, although, as noted next, it is closer to the continuum value than that solution is.

The two converged values, 0.434 and 0.449, differ by 3.4% relative to the latter. Yet refinement from 15 to 25 nodes per side changes each by less than 0.2%. Small changes under refinement within one method thus do not establish the continuum value. That value is close to 0.450: forward differences give 0.4495, 0.4497 and 0.4498 on 55, 105 and 205 nodes per side. The converged collocation value for the insulating pore is therefore about 3.6% too low, and its slow modes are an artefact of the discretisation.

## 7. Using insulating pores as a convergence test

The analysis separates three questions that one small residual cannot answer together.

1. Has the discrete problem been solved? Monitor $k_n$ and, at finite contrast, the bound $\kappa\|r_n\|^2$. A small change in $k_n$ per step is insufficient, because a mode with factor near 1 changes slowly while its error remains.
2. Has the insulating limit been reached? Increase $\kappa$ and converge each case afresh. For collocation, $k_{\rm eff}$ still falls from 0.443 at $\kappa=10^6$ to 0.434 in the limit. The physical change over this range is only of order $1/\kappa=10^{-6}$, and forward differences show no such fall, so it signals a fault of the discretisation rather than a property of the pore.
3. Is the discrete answer close to the continuum one? Refine the grid and compare discretisations.

The program checks the modal formulas against direct Fourier iterations at $\kappa=100$, and the effective conductivities against separate real-space linear solves at $\kappa=1000$. The iteration counts in the square-pore table are computed from the modal formulas; of these, the forward-difference count at infinite contrast is also confirmed by direct iteration.

The factor $q(1-2\tau)$ assumes two isotropic phases, constant conductivities and the midpoint reference. Temperature-dependent conduction or radiation would change $k$ during the iteration. More than two conductivities would prevent the reduction of $A$ to one geometric operator $T$, although its spectral bounds would still limit the convergence rate.

## Computed values

```
Unit of conductivity: solid conductivity k_s
relative tolerance on k_eff = 1.0e-04 (dimensionless)
GAP LAYERS: contrast, iterations, iterations/contrast, k_eff/k_s
   64     73 1.1406 0.50394
  256    294 1.1484 0.50098
 1024   1178 1.1504 0.50024
false stop: contrast = 16384, iterations = 0
  residual = 0.00781 k_s (unit mean gradient)
  estimate = 0.99994 k_s, true k_eff = 0.50002 k_s
insulating layers after 12 steps: largest residual = 0.085779 k_s
  at gap fraction 0.020; bound = 0.085788 k_s
SQUARE PORE: porosity = 0.36
25 x 25 grid: contrast, then iterations and k_eff/k_s for
  forward differences | Fourier collocation | worst-case count
       10 |        5 0.53264 |        5 0.53290 | 20
      100 |        6 0.45789 |       41 0.45818 | 208
     1000 |        7 0.44984 |      417 0.44904 | 2090
    10000 |        7 0.44902 |     5651 0.44663 | 20934
  1000000 |        7 0.44894 |   426038 0.44325 | 2099530
      inf |        7 0.44893 | 1416516771719708 0.43369 | unbounded
Insulating pore: method, grid side, iterations, k_eff/k_s,
  slowest excited edge distance, error share with tau < 0.05
difference  15        7 0.44817 1.488e-01 0.000e+00
difference  25        7 0.44893 1.473e-01 0.000e+00
collocation 15 238309919 0.43362 4.952e-09 8.196e-02
collocation 25 1416516771719708 0.43369 6.989e-16 7.888e-02
direct insulating run, differences: step 7, relative error = 3.942e-05
```
